# Tangential pinching in memristive loops whose state repeats every half period: test program

```python
# Result under test: a device i = G(x,v) v, dx/dt = f(x,v), driven by
# v = V sin(w t), whose state repeats every half period, has two branches with
# equal slope at the origin. They touch without crossing if dG/dx is nonzero
# at v = 0 and the state has a nonzero odd part about the zero of voltage.
# Main example: self-heated thermistor, state x = temperature T.
# Units: V, mA, mS, mW, mJ, K, s; activation energy in eV.
# "Rising" and "falling" name the branches by the direction of v.
# Conductance gap = G_rising - G_falling at equal v; current gap = v times it.
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

boltzmann = constants.k / constants.e        # eV/K
ambient = 300.0                              # K
activation = 0.30                            # eV
cold_conductance = 0.1                       # mS at ambient
cooling = 1.0                                # mW/K
heat_capacity = 5.0                          # mJ/K
amplitude = 8.0                              # V
period = 60.0                                # s
omega = 2 * np.pi / period
tau = heat_capacity / cooling


def steady_cycle(rate, start, cycle_time, cycles=8):
    """Integrate over full periods; return the late state as a function of t."""
    solution = solve_ivp(lambda t, y: [rate(t, y[0])], (0, cycles * cycle_time),
                         [start], method="DOP853", rtol=1e-11, atol=1e-12,
                         max_step=cycle_time / 60, dense_output=True)
    assert solution.success
    shift = (cycles - 2) * cycle_time
    return lambda t: solution.sol(np.asarray(t) + shift)[0]


def conductance_gap(conductance, state, v, peak, frequency, offset=0.0):
    t_rising = np.arcsin((v - offset) / peak) / frequency
    t_falling = np.pi / frequency - t_rising
    return conductance(state(t_rising), v) - conductance(state(t_falling), v)


def bead_conductance(temperature, v=0.0):
    return cold_conductance * np.exp(
        -activation / boltzmann * (1 / temperature - 1 / ambient))


def bead_sensitivity(temperature):
    return bead_conductance(temperature) * activation / (boltzmann * temperature**2)


def bead_cycle(start=ambient, offset=0.0, peltier=0.0, cooling_slope=0.0):
    def rate(t, temperature):
        v = amplitude * np.sin(omega * t) + offset
        g = bead_conductance(temperature)
        rise = temperature - ambient
        loss = cooling * (1 + cooling_slope * rise) * rise
        return (g * v**2 + peltier * g * v - loss) / heat_capacity
    return steady_cycle(rate, start, period)


def bead_gap(state, v, offset=0.0):
    return conductance_gap(bead_conductance, state, v, amplitude, omega, offset)


# Conditions for a trapped, contracting temperature interval
upper = ambient + 15.0
interval = np.linspace(ambient, upper, 501)
peak_power = bead_conductance(upper) * amplitude**2
limit_loss = cooling * (upper - ambient)
feedback = np.max(bead_sensitivity(interval)) * amplitude**2 / cooling
assert peak_power < limit_loss and feedback < 1

# Half-period repetition, found from the full-period integration
temperature = bead_cycle()
times = np.linspace(0, period, 2001)
half_error = np.max(np.abs(temperature(times / 2 + period / 2) - temperature(times / 2)))
assert half_error < 1e-6
other_start = bead_cycle(start=312.0)
assert np.max(np.abs(other_start(times) - temperature(times))) < 1e-6
T_low, T_high = np.min(temperature(times)), np.max(temperature(times))
assert T_high - T_low > 1.0 and ambient < T_low and T_high < upper


def measured_slope(center, step=0.01):
    t = np.array([center - step, center + step])
    v = amplitude * np.sin(omega * t)
    current = bead_conductance(temperature(t)) * v
    return (current[1] - current[0]) / (v[1] - v[0])


# Equal slopes at the two passages through the origin
T_zero = float(temperature(0.0))
slope_rising, slope_falling = measured_slope(0.0), measured_slope(period / 2)
assert abs(slope_rising / slope_falling - 1) < 1e-6
assert abs(slope_rising / bead_conductance(T_zero) - 1) < 1e-6

# Quadratic contact, equal sign and mirror symmetry of the current gap
cooling_rate = -(T_zero - ambient) / tau
curvature = 2 * bead_sensitivity(T_zero) * cooling_rate / (amplitude * omega)
small = 0.05
measured_curvature = (bead_gap(temperature, small) - bead_gap(temperature, -small)) / (2 * small)
assert abs(measured_curvature / curvature - 1) < 1e-3
voltages = np.linspace(0.01, 0.999 * amplitude, 3000)
gap_positive = voltages * bead_gap(temperature, voltages)
gap_negative = -voltages * bead_gap(temperature, -voltages)
assert np.all(gap_positive < 0) and np.all(gap_negative < 0)
assert np.max(np.abs(gap_positive - gap_negative)) < 1e-8
widest = np.argmax(np.abs(gap_positive))
largest_gap = abs(gap_positive[widest])

# Signed lobe areas from the branches against the second harmonic
nodes, weights = np.polynomial.legendre.leggauss(60)
angle = (nodes + 1) * np.pi / 4


def lobe_area(sign):
    v = sign * amplitude * np.sin(angle)
    return np.sum(weights * v * bead_gap(temperature, v) * amplitude * np.cos(angle)) * np.pi / 4


area_positive, area_negative = lobe_area(1), lobe_area(-1)
sample = times[:-1]
harmonic = 2 * np.mean(bead_conductance(temperature(sample)) * np.sin(2 * omega * sample))
harmonic_area = np.pi * amplitude**2 * harmonic / 2
assert abs(area_positive / area_negative - 1) < 1e-6
assert abs((area_positive + area_negative) / harmonic_area - 1) < 1e-6

# Dimensionless devices with unit amplitude and unit angular frequency
turn = 2 * np.pi
volatile = steady_cycle(lambda t, x: np.sin(t)**2 - x, 0.0, turn)
skewed = lambda x, v: np.exp(x) * (1 + 0.3 * v)
probe = 0.02
skew_gap = [v * conductance_gap(skewed, volatile, v, 1, 1) for v in (probe, -probe)]
skew_prediction = -2 * np.exp(volatile(0.0)) * volatile(0.0)
skew_measured = sum(skew_gap) / (2 * probe**2)
assert skew_gap[0] * skew_gap[1] > 0
assert abs(skew_gap[0] / skew_gap[1] - 1) > 1e-3
assert abs(skew_measured / skew_prediction - 1) < 5e-3

# State at rest at zero voltage: fourth-order contact
strength = 2.0
resting = steady_cycle(lambda t, x: strength * (np.sin(t)**4 - 0.75 * np.sin(t)**2), 0.0, turn)
assert abs(resting(np.pi + 0.7) - resting(0.7)) < 1e-8
probe = 0.03
quartic_gap = [v * conductance_gap(skewed, resting, v, 1, 1) for v in (probe, -probe)]
quartic_measured = sum(quartic_gap) / (2 * probe**4)
quartic_prediction = -0.5 * strength * np.exp(resting(0.0))
assert quartic_gap[0] * quartic_gap[1] > 0
assert abs(quartic_measured / quartic_prediction - 1) < 1e-2

# Conductance blind to the state at v = 0: tangent branches that cross
blind = lambda x, v: 2 + x * v
blind_gap = [v * conductance_gap(blind, volatile, v, 1, 1) for v in (0.1, -0.1)]
assert blind_gap[0] * blind_gap[1] < 0
blind_small = 0.01 * conductance_gap(blind, volatile, 0.01, 1, 1)
blind_order = np.log10(abs(blind_gap[0] / blind_small))
assert abs(blind_order - 3) < 0.02

# State driven by the sign of v: unequal slopes and a plain crossing
bipolar = steady_cycle(lambda t, x: 0.5 * np.sin(t), 0.0, turn)
exponential = lambda x, v: np.exp(x)
bipolar_split = [conductance_gap(exponential, bipolar, v, 1, 1) for v in (1e-3, -1e-3)]
assert abs(bipolar(np.pi) - bipolar(0.0) - 1) < 1e-8
assert all(abs(split / (1 - np.e) - 1) < 1e-5 for split in bipolar_split)

# A source offset splits the contact into two crossings
offset = 0.010                               # V
shifted = bead_cycle(offset=offset)
offset_split = bead_gap(shifted, 0.0, offset)
second_crossing = brentq(lambda v: bead_gap(shifted, v, offset), -0.5, 0.5)
crossing_prediction = -offset_split / curvature
assert abs(second_crossing / crossing_prediction - 1) < 0.03

# Other neglected effects, with rough sizes for a small bead
seebeck, imbalance = 0.5e-3, 0.10            # V/K and fraction
peltier_voltage = seebeck * ambient * imbalance
peltier_state = bead_cycle(peltier=peltier_voltage)
peltier_split = bead_gap(peltier_state, 0.0)
peltier_crossing = brentq(lambda v: bead_gap(peltier_state, v), -1.0, 1.0)
assert abs(peltier_crossing / (-peltier_split / curvature) - 1) < 0.05
drift = 0.1                                  # K per half period
drift_split = bead_sensitivity(T_zero) * drift
drift_crossing = abs(drift_split / curvature)
cooling_slope = 0.002                        # 1/K
varied = bead_cycle(cooling_slope=cooling_slope)
varied_gap = np.max(np.abs(voltages * bead_gap(varied, voltages)))
assert abs(measured_slope(0.0) - measured_slope(period / 2)) < 1e-7
assert abs(bead_gap(varied, 0.0)) < 1e-8
stray = 10e-12                               # F
stray_current = omega * stray * amplitude * 1e3
diameter, hop, diffusivity = 1.5e-3, 0.3e-9, 1e-6   # m, m, m^2/s
field_ratio = amplitude / diameter * hop / (2 * boltzmann * ambient)
field_change = np.sinh(field_ratio) / field_ratio - 1
diffusion_time = (diameter / 2)**2 / (np.pi**2 * diffusivity)

print(f"ambient {ambient:.0f} K; activation energy {activation:.2f} eV")
print(f"conductance at ambient {cold_conductance:.3f} mS")
print(f"cooling {cooling:.1f} mW/K; heat capacity {heat_capacity:.1f} mJ/K")
print(f"thermal time {tau:.1f} s; drive {amplitude:.1f} V, period {period:.0f} s")
print(f"angular frequency {omega:.5f} rad/s")
print(f"trapping interval {ambient:.0f} to {upper:.0f} K")
print(f"at its top: heating <= {peak_power:.2f} mW, loss {limit_loss:.2f} mW")
print(f"largest heating feedback / cooling {feedback:.3f} (no unit)")
print(f"half-period temperature mismatch {half_error:.1e} K")
print(f"temperature range {T_low:.3f} to {T_high:.3f} K")
print(f"temperature at v=0: {T_zero:.4f} K; rate {cooling_rate:.4f} K/s")
print(f"dG/dT at v=0: {bead_sensitivity(T_zero):.6f} mS/K")
print(f"origin slope, rising {slope_rising:.6f} mS")
print(f"origin slope, falling {slope_falling:.6f} mS")
print(f"gap coefficient a, formula {curvature:.6f} mA/V^2")
print(f"gap coefficient a, trajectory {measured_curvature:.6f} mA/V^2")
for v in (-6.0, -4.0, -2.0, -0.2, -0.1, 0.1, 0.2, 2.0, 4.0, 6.0):
    t = np.arcsin(v / amplitude) / omega
    rising = v * bead_conductance(temperature(t))
    falling = v * bead_conductance(temperature(period / 2 - t))
    print(f"v {v:5.1f} V: rise {rising:.6f}, fall {falling:.6f}, gap {rising-falling:.6f} mA")
print(f"largest gap {largest_gap:.5f} mA at |v| = {voltages[widest]:.2f} V")
print(f"signed lobe areas: v>0 {area_positive:.5f}, v<0 {area_negative:.5f} mW")
print(f"sin(2wt) coefficient b {harmonic:.6f} mS")
print(f"total area from b {harmonic_area:.5f} mW")
print(f"skewed G: gap/v^2 {skew_measured:.5f}, formula {skew_prediction:.5f} (no unit)")
print(f"resting state: gap/v^4 {quartic_measured:.5f}, formula {quartic_prediction:.5f} (no unit)")
print(f"blind G: gaps at v=+0.1,-0.1: {blind_gap[0]:.3e}, {blind_gap[1]:.3e} (no unit)")
print(f"blind G: power of v in gap {blind_order:.3f} (no unit)")
print(f"bipolar device: slope difference {bipolar_split[0]:.5f} (no unit)")
print(f"source offset {offset:.3f} V: slope difference {offset_split:.3e} mS")
print(f"  second crossing {second_crossing:.5f} V, formula {crossing_prediction:.5f} V")
print(f"Seebeck {seebeck:.1e} V/K; contact imbalance {100*imbalance:.0f} %")
print(f"  net Peltier voltage {peltier_voltage:.4f} V; slope difference {peltier_split:.3e} mS")
print(f"  second crossing {peltier_crossing:.5f} V")
print(f"ambient drift {drift:.1f} K per half period: slope difference {drift_split:.3e} mS")
print(f"  estimated second crossing at |v| = {drift_crossing:.4f} V")
print(f"cooling rises {100*cooling_slope:.1f} %/K: largest gap changes {100*(varied_gap/largest_gap-1):.2f} %")
print(f"stray capacitance {stray*1e12:.0f} pF: current at v=0 {stray_current:.2e} mA")
print(f"bead diameter {diameter*1e3:.1f} mm; hop length {hop*1e9:.1f} nm")
print(f"field-dependent hopping: conductance change {field_change:.1e} (no unit)")
print(f"heat diffusivity {diffusivity*1e6:.1f} mm^2/s; internal time {diffusion_time:.3f} s")
print("all assertions hold")
```

Output:

```
ambient 300 K; activation energy 0.30 eV
conductance at ambient 0.100 mS
cooling 1.0 mW/K; heat capacity 5.0 mJ/K
thermal time 5.0 s; drive 8.0 V, period 60 s
angular frequency 0.10472 rad/s
trapping interval 300 to 315 K
at its top: heating <= 11.12 mW, loss 15.00 mW
largest heating feedback / cooling 0.390 (no unit)
half-period temperature mismatch 1.7e-13 K
temperature range 301.176 to 306.656 K
temperature at v=0: 302.0614 K; rate -0.4123 K/s
dG/dT at v=0: 0.004130 mS/K
origin slope, rising 0.108241 mS
origin slope, falling 0.108241 mS
gap coefficient a, formula -0.004065 mA/V^2
gap coefficient a, trajectory -0.004065 mA/V^2
v  -6.0 V: rise -0.759376, fall -0.647239, gap -0.112137 mA
v  -4.0 V: rise -0.479441, fall -0.419191, gap -0.060250 mA
v  -2.0 V: rise -0.226553, fall -0.210538, gap -0.016015 mA
v  -0.2 V: rise -0.021732, fall -0.021569, gap -0.000163 mA
v  -0.1 V: rise -0.010845, fall -0.010804, gap -0.000041 mA
v   0.1 V: rise 0.010804, fall 0.010845, gap -0.000041 mA
v   0.2 V: rise 0.021569, fall 0.021732, gap -0.000163 mA
v   2.0 V: rise 0.210538, fall 0.226553, gap -0.016015 mA
v   4.0 V: rise 0.419191, fall 0.479441, gap -0.060250 mA
v   6.0 V: rise 0.647239, fall 0.759376, gap -0.112137 mA
largest gap 0.11947 mA at |v| = 6.69 V
signed lobe areas: v>0 -0.46620, v<0 -0.46620 mW
sin(2wt) coefficient b -0.009275 mS
total area from b -0.93241 mW
skewed G: gap/v^2 -1.19333, formula -1.19346 (no unit)
resting state: gap/v^4 -0.99955, formula -1.00000 (no unit)
blind G: gaps at v=+0.1,-0.1: -7.960e-04, 7.960e-04 (no unit)
blind G: power of v in gap 2.998 (no unit)
bipolar device: slope difference -1.71828 (no unit)
source offset 0.010 V: slope difference -3.699e-05 mS
  second crossing -0.00910 V, formula -0.00910 V
Seebeck 5.0e-04 V/K; contact imbalance 10 %
  net Peltier voltage 0.0150 V; slope difference -5.823e-05 mS
  second crossing -0.01433 V
ambient drift 0.1 K per half period: slope difference 4.130e-04 mS
  estimated second crossing at |v| = 0.1016 V
cooling rises 0.2 %/K: largest gap changes -1.72 %
stray capacitance 10 pF: current at v=0 8.38e-09 mA
bead diameter 1.5 mm; hop length 0.3 nm
field-dependent hopping: conductance change 1.6e-10 (no unit)
heat diffusivity 1.0 mm^2/s; internal time 0.057 s
all assertions hold
```
